# Does the sign of a capacitance transient reveal donor or acceptor?

## Question

I have a silicon p⁺n diode with about $10^{15}\ \mathrm{cm^{-3}}$ phosphorus on the n side. I hold it at 10 V reverse bias and 230 K, pulse it briefly to 0 V to fill the traps, and then record the capacitance at 1 MHz. After each pulse it starts about 0.2 pF low and climbs back to 27.5 pF within some tens of milliseconds.

My reading is this. The capacitance rises, so the depletion layer is shrinking, so positive charge is appearing in it. A trap that becomes positive when it loses its electron is a donor. Hence my trap is a donor, and an acceptor would have given a falling transient. A colleague says that the trap is probably the phosphorus–vacancy pair, which is an acceptor. Which of us is right?

## Answer

Your first sentence of reasoning is sound up to "positive charge is appearing". The step to "donor" fails, because an acceptor that loses an electron also makes the charge more positive: it goes from negative to neutral.

**What emission does to the charge**

Let $f$ be the probability that a trap holds its electron. A single-level trap has the charge

| | filled, $f=1$ | empty, $f=0$ |
|---|---|---|
| donor | $0$ | $+q$ |
| acceptor | $-q$ | $0$ |

Both rows are $q(z-f)$, with $z=1$ for a donor and $z=0$ for an acceptor. Emitting an electron lowers $f$ from 1 to 0 and changes the charge by $+q$ in either row. Emitting a hole to the valence band means taking an electron from it, so $f$ rises from 0 to 1 and the charge changes by $-q$. The type $z$ sets the starting charge, but a transient records a change.

**From charge to capacitance**

Put the junction at $x=0$ and the depletion edge at $x=W$ on the lightly doped side, and neglect the depletion of the p⁺ side. Let $N(x)>0$ be the density of fixed charge divided by $q$, counted positive in the sign of the ionised dopants. With trap density $N_T$,

$$N=N_d+N_T(z-f)\ \ \text{(n-type)},\qquad N=N_a-N_T(z-f)\ \ \text{(p-type)}.$$

Gauss's law gives the field magnitude $F(x)=(q/\varepsilon)\int_x^W N\,dx'$. Integrating it from $0$ to $W$ and exchanging the order of integration gives the total band bending

$$V=\frac{q}{\varepsilon}\int_0^W xN(x)\,dx .$$

The edge is not perfectly sharp, because majority carriers spread into it. For n-type material with uniform $N$ near the edge, the potential $\psi$ (zero in the bulk) obeys $\psi''=-(qN/\varepsilon)(1-e^{q\psi/kT})$. Multiplying by $\psi'$ and integrating from the bulk gives

$$\tfrac12\psi'^2=\frac{qN}{\varepsilon}\left(-\psi-\frac{kT}{q}+\frac{kT}{q}e^{q\psi/kT}\right).$$

Deep in the layer the exponential vanishes, and what remains is the sharp-edge result with $-\psi$ replaced by $-\psi-kT/q$. So $V$ above becomes $V-kT/q$, a small correction here.

At 1 MHz the traps cannot follow the test signal. A small voltage change moves the edge by $dW$, with $dQ=qAN(W)\,dW$ and $dV=(q/\varepsilon)WN(W)\,dW$. Therefore $C=dQ/dV=\varepsilon A/W$.

Now let the trap charge change by $\delta N(x)$ while the voltage stays constant. The integral $\int_0^W xN\,dx$ must keep its value:

$$WN(W)\,\delta W+\int_0^W x\,\delta N\,dx=0
\quad\Rightarrow\quad
\frac{\delta C}{C}=-\frac{\delta W}{W}=\frac{1}{W^2N(W)}\int_0^W x\,\delta N\,dx .$$

The weight $x$ is never negative, so the sign of $\delta N$ decides. The sign also holds for large changes: if $N$ rises in places and falls nowhere, $W$ must shrink to keep the integral fixed.

In n-type material electron emission raises $N$. In p-type material hole emission raises $N$, because the dopant charge is negative there. Both are majority-carrier emission, and both make $C$ rise with time. Minority emission lowers $N$ and makes $C$ fall. With $\Delta C=C(0)-C(\infty)$, majority emission gives $\Delta C<0$ and minority emission gives $\Delta C>0$. An instrument that subtracts in the other order shows both signs reversed.

The numerical output lists all eight combinations of doping type, trap type and emitted carrier for your diode's voltage and doping, with $2\times10^{13}\ \mathrm{cm^{-3}}$ traps changing state in the first 2.5 µm. In n-type material electron emission gives $-0.124$ pF for a donor and $-0.122$ pF for an acceptor; hole emission gives the same sizes with a plus sign.

**Which carrier is emitted**

Deep in the depletion layer there are almost no free carriers to capture, so

$$\frac{df}{dt}=-e_nf+e_p(1-f),\qquad f(t)=f_\infty+(f_0-f_\infty)e^{-(e_n+e_p)t},\qquad f_\infty=\frac{e_p}{e_n+e_p}.$$

The sign of the transient is set by $f_0-f_\infty$. Your pulse to 0 V supplies electrons. Holes from the p⁺ side reach only a thin zone next to the junction, where the weight $x$ is small. Elsewhere the pulse starts from traps at $f_\infty$ and can only add electrons, so $f_0\ge f_\infty$ there and no appreciable minority transient appears. To see hole emission in this diode you must supply holes, by forward bias or by light, and the trap must have $e_p$ comparable to $e_n$ or larger. If $e_p\ll e_n$, then $f_\infty\approx0$, and traps emptied by holes simply stay empty.

**Your diode in numbers**

Take an acceptor level 0.45 eV below the conduction band, with capture cross-section $\sigma=10^{-15}\ \mathrm{cm^2}$, density $N_T=2\times10^{13}\ \mathrm{cm^{-3}}$ and unit degeneracy factor. The diode area is 1 mm² and the built-in voltage 0.9 V.

In equilibrium, emission balances capture: $e_nf=\sigma v\,n(1-f)$. With $f=n/(n+n_1)$ this gives $e_n=\sigma v n_1$, where $n_1=N_ce^{-0.45\,\mathrm{eV}/kT}$ is the electron density when the Fermi level lies at the trap. Here

$$e_n=10^{-15}\times2.006\times10^{7}\times2.607\times10^{9}\ \mathrm{s^{-1}}=52\ \mathrm{s^{-1}},$$

a time constant of 19 ms.

Not every trap in the layer empties. Close to the edge $n>n_1$, and the traps stay filled. The boundary lies where $-q\psi=kT\ln(N/n_1)$. Since $-\psi-kT/q=qN(W-x)^2/2\varepsilon$ deep in the layer, its distance from the edge is

$$\lambda=\sqrt{\frac{2\varepsilon}{qN}\,\frac{kT}{q}\left[\ln\frac{N}{n_1}-1\right]}=0.556\ \mathrm{\mu m}.$$

Here $N=N_d-N_T=9.8\times10^{14}\ \mathrm{cm^{-3}}$, because filled acceptors compensate donors in the bulk. With this $N$ throughout, that is, with all traps filled, the layer is $W=3.789$ µm wide at 10 V and $W_p=1.078$ µm during the pulse; emptying the traps later narrows it by less than 1%. If the pulse lasts much longer than 19 ms, the traps that switch lie between $W_p-\lambda$ and $W-\lambda$. Just after the pulse $\delta N=-N_T$ there, relative to the final state, so to first order in $N_T/N$

$$\frac{\Delta C}{C}=-\frac{N_T}{2N}\,\frac{(W-\lambda)^2-(W_p-\lambda)^2}{W^2}
=-1.02\%\times\frac{3.233^2-0.522^2}{3.789^2}=-0.72\% .$$

Solving Poisson's equation with the mobile electrons retained gives $-0.71\%$: the capacitance climbs from 27.35 to 27.54 pF, so $\Delta C=-0.197$ pF. This acceptor produces the transient that you took for the signature of a donor. If you left out $\lambda$ and $W_p$ and used $N_T=2N|\Delta C|/C$, you would find $1.4\times10^{13}$ instead of $2\times10^{13}\ \mathrm{cm^{-3}}$.

A donor trap with the same level, density and shallow doping gives $-0.195$ pF. The 1% difference comes from compensation. The ratios $\lambda/W$ and $W_p/W$ hardly depend on $N$, so $\Delta C\propto C/N\propto N^{-1/2}$, and $N$ is 2% lower with the acceptor.

**Could a more careful measurement tell them apart?**

Not from the capacitance alone, if the emission and capture rates are equal. Compare a donor trap in a sample with shallow density $N_d$ and an acceptor trap in a sample with shallow density $N_d+N_T$:

$$N_d+N_T(1-f)=(N_d+N_T)-N_Tf .$$

The charge is the same for every $f(x,t)$, and so is the capacitance at every bias and time. For the numbers above both samples give $-0.1948$ pF.

The rates themselves can carry a clue. An electron leaving a donor is attracted by the positive centre that stays behind. In a field $F$ its energy along the easiest direction is $U(r)=-q^2/4\pi\varepsilon r-qFr$. The maximum lies where $q^2/4\pi\varepsilon r_0^2=qF$. There both terms equal $-qFr_0$, so the barrier is lowered by

$$2qFr_0=q\sqrt{\frac{qF}{\pi\varepsilon}} .$$

This is the Poole–Frenkel effect. At the largest depletion field of your diode, 0.058 MV/cm, it amounts to 0.053 eV and would speed up emission by a factor of about 15 along the easiest direction. Averaged over emission directions, with no lowering against the field, the factor is about 4, and since the field falls towards the depletion edge, the average over the traps that switch, weighted by $x$, is only about 2. An acceptor leaves a neutral centre and lacks this long-range attraction. A rate that grows with field roughly as $\exp(\text{const}\times\sqrt F)$ therefore supports a donor for electron emission. It is evidence rather than proof, since other mechanisms also make rates depend on field. The sign of the transient is the same either way.

**When the sign itself misleads**

A resistance $R$ in series with the diode gives the admittance

$$Y=\frac{i\omega C}{1+i\omega RC}=\frac{\omega^2RC^2+i\omega C}{1+(\omega RC)^2}.$$

A meter set to parallel capacitance shows $C_m=\mathrm{Im}\,Y/\omega=C/[1+(\omega RC)^2]$, and

$$\frac{dC_m}{dC}=\frac{1-(\omega RC)^2}{[1+(\omega RC)^2]^2}.$$

For $\omega RC>1$ a rising capacitance reads as a falling one. At 1 MHz your diode reaches this point at 5.8 kΩ. At twice that value the factor is $-3/25$, and the majority transient of $-0.197$ pF appears as $+0.024$ pF. Frozen-out dopants can add such a resistance, though only at much lower temperatures than yours. A poor back contact can reverse the sign only if its own capacitance, which bypasses its resistance, is well below that of the diode. Repeat the measurement at a lower test frequency before you assign a minority trap.

**How close this is to a real diode**

The level and cross-section are rough values in the range of the phosphorus–vacancy pair in irradiated silicon. The neglected effects are small here. Holes spilling over from the p⁺ side make the layer about 5% narrower during the pulse, but they change $\Delta C$ by only about 0.6%. The depletion field of 0.058 MV/cm is about a fifth of a rough breakdown field of 0.3 MV/cm; at an abrupt junction with $10^{19}\ \mathrm{cm^{-3}}$ acceptors the spilled holes raise the field to about 0.16 MV/cm, but only within about 10 nm of the junction. With equal prefactors, hole emission from this level is about $6\times10^{-6}$ of electron emission, and about 0.1% of the shallow donors are neutral.

Two assumptions are easily broken. Your brief pulse may not be much longer than 19 ms. A pulse of 1 ms, for example, fills traps only where $\sigma vn\times1\ \mathrm{ms}\gtrsim1$, or $n\gtrsim5\times10^{10}\ \mathrm{cm^{-3}}$; putting this density in place of $n_1$ in the pulse term lowers $|\Delta C|$ by less than 1%. The trap profile matters more: if the traps switch only in the first 2.5 µm, $|\Delta C|$ drops from 0.197 to about 0.12 pF. Neither changes the sign.

So, provided the series resistance is small ($\omega RC\ll1$), your data show a trap that emits electrons. They are compatible with your colleague's acceptor, and they do not rule out a donor. To decide, measure the emission rate at several fields, and compare the level and cross-section with those of known defects.

## Values computed for the example and the checks

```
Temperature: 230 K; kT = 0.01982 eV
Relative permittivity: 11.7; area: 1.0 mm2
Shallow donors: 1.00e+15 cm^-3; traps: 2.00e+13 cm^-3
Trap depth: 0.45 eV; cross-section: 1.0e-15 cm2
Reverse bias: 10.0 V; built-in: 0.9 V
Electron masses (DOS, thermal speed): 1.08, 0.26 m0
Nc = 1.891e+19 cm^-3; thermal speed = 2.006e+07 cm/s
n1 = 2.607e+09 cm^-3
Emission rate = 52.29 1/s; time = 19.12 ms
-- Acceptor trap, majority pulse (formula widths)
W = 3.789 um; W in pulse = 1.078 um
Edge zone lambda = 0.556 um
C(0) = 27.3456 pF; C(inf) = 27.5423 pF
dC = -0.1968 pF
dC/C solver = -0.7144 %
dC/C formula = -0.7234 %
dC/C without edge and pulse terms = -1.0204 %
Trap density if those terms are ignored = 1.400e+13 cm^-3
Fraction left after one emission time = 0.3638
-- Donor trap, same shallow doping
C(0) = 27.6231 pF; C(inf) = 27.8178 pF
dC = -0.1948 pF; dC/C = -0.7001 %
dC/C formula = -0.7088 %
-- Twin: acceptor trap, more shallow donors
Shallow donors = 1.020e+15 cm^-3; dC = -0.1948 pF
-- Eight cases, traps switch in first 2.5 um
n-type, donor, electron emission (majority): dC = -0.1236 pF
n-type, donor, hole emission (minority): dC = +0.1236 pF
n-type, acceptor, electron emission (majority): dC = -0.1224 pF
n-type, acceptor, hole emission (minority): dC = +0.1224 pF
p-type, donor, electron emission (minority): dC = +0.1224 pF
p-type, donor, hole emission (majority): dC = -0.1224 pF
p-type, acceptor, electron emission (minority): dC = +0.1236 pF
p-type, acceptor, hole emission (majority): dC = -0.1236 pF
-- Limits and neglected effects
Critical series resistance at 1 MHz = 5.78 kohm
Apparent dC at twice that resistance = +0.0237 pF
Peak field = 0.0580 MV/cm; rough breakdown = 0.3 MV/cm
Coulomb barrier lowering (donor) = 0.0534 eV
Rate factor from that lowering = 14.8
Tunnelling exponent at peak field = 181
Hole/electron emission ratio (gap 1.14 eV) = 5.5e-06
Neutral shallow donors (depth 0.045 eV) = 0.102 %
Degeneracy measure n/Nc = 5.3e-05
p+ doping = 1e+19 cm^-3; p+ share of width = 1e-04
```
